# Coexistence of Tetragonal and Rhombohedral Minima under Cubic Polarization Anisotropy, part 2

A ferroelectric crystal with a cubic $m\bar3m$ parent phase carries a uniform polarization $P_s\mathbf n$, with $|\mathbf n|=1$ and $P_s$ fixed. It is free of stress and its surface charge is compensated. The question is when minima ("wells") of the free-energy density $F$ exist both along $[001]$ (tetragonal, T) and along $[111]$ (rhombohedral, R), and what separates them. With $x_i=n_i^2$ referred to the cube axes, and the direction-independent part of $F$ set to zero,

$$s=x_1x_2+x_2x_3+x_3x_1,\qquad p=x_1x_2x_3. \tag{2}$$

$$F=K_1s+K_2p. \tag{3}$$

Both constants are energy densities. Both wells exist for

$$0<K_1<-\frac{K_2}{3}. \tag{4}$$

The upper limit comes from the condition

$$[111]\ \text{is a strict minimum if and only if}\ K_1+\frac{K_2}3<0. \tag{19}$$

Since $\sum_ix_i=1$,

$$\sum_ix_i^2=1-2s,\qquad \sum_ix_i^2(x_j+x_k)=s-3p. \tag{6}$$

In terms of the coefficients $\alpha$ of the sixth-order Landau polynomial,

$$
\begin{aligned}
K_1&=P_s^4(\alpha_{12}-2\alpha_{11})+P_s^6(\alpha_{112}-3\alpha_{111}),\\
K_2&=P_s^6(3\alpha_{111}-3\alpha_{112}+\alpha_{123}).
\end{aligned} \tag{8}
$$

Around $[111]$,

$$x_i=\tfrac13+a_i,\qquad a_1+a_2+a_3=0,\qquad A=a_1^2+a_2^2+a_3^2. \tag{13}$$

$$s=\frac39+\frac23\sum_ia_i+\sum_{i<j}a_ia_j=\frac13-\frac A2. \tag{14}$$

$$F=F_R-\frac12\left(K_1+\frac{K_2}3\right)A+K_2a_1a_2a_3,\qquad F_R=\frac{K_1}3+\frac{K_2}{27}. \tag{16}$$

The mirror-plane path $x_1=x_2=w$, $x_3=1-2w$ runs from $[001]$ at $w=0$ to $[111]$ at $w=\tfrac13$. On it

$$f(w)=K_1(2w-3w^2)+K_2(w^2-2w^3),\qquad f'(w)=(2-6w)(K_1+K_2w). \tag{23}$$

The saddle between the wells lies at $w=u$, where

$$u=-\frac{K_1}{K_2}. \tag{22}$$

A sideways step $x_1=w+e$, $x_2=w-e$ at fixed $x_3$ changes the energy by

$$\Delta F=-(K_1+K_2x_3)e^2=-K_2(x_3-u)e^2. \tag{24}$$

At fixed length and through sixth order there is no monoclinic minimum.

The curvatures, second derivatives with respect to the tilt angle, are

$$\kappa_T=2K_1,\qquad \kappa_R=-\frac43\left(K_1+\frac{K_2}3\right). \tag{27}$$

The well energies, $F_T=0$ and $F_R$, are equal at

$$K_1=-\frac{K_2}9,\qquad u=\frac19. \tag{28}$$

The saddle energy, which is also the barrier $B_T$ from the tetragonal well, and the barrier $B_R$ from the rhombohedral well are

$$F_{\rm sad}=K_2\left[-2u^2+3u^3+u^2-2u^3\right]=|K_2|u^2(1-u). \tag{29}$$

$$B_R=F_{\rm sad}-F_R=|K_2|\left(u^2-u^3-\frac u3+\frac1{27}\right)=|K_2|\left(\frac13-u\right)^3. \tag{30}$$

**Transverse response.** Let a weak macroscopic field $E$ act at right angles to the polarization of one well. For a small tilt $\theta$ the energy is $\tfrac12\kappa\theta^2-EP_s\theta$, which is least at $\theta=EP_s/\kappa$. The induced transverse polarization is $P_s\theta$, so the susceptibility is

$$\chi_\perp=\frac{P_s^2}{\varepsilon_0\kappa}. \tag{31}$$

In this model $\chi_\perp$ diverges at the edge where the corresponding well is lost. On the equal-energy line (28) the curvatures are $2|K_2|/9$ and $8|K_2|/27$, and both susceptibilities are finite. They are large there if the anisotropy is small.

**Loss of the tetragonal well in a field.** Apply a field $E$ along $[111]$ to a crystal in the $[001]$ well. Let $\theta$ be the tilt from $[001]$ in the mirror plane, so that $w=\tfrac12\sin^2\theta$, and let $\theta_R$ be the angle between $[001]$ and $[111]$. The energy including the field is

$$G(\theta)=f(w)-EP_s\cos(\theta_R-\theta). \tag{32}$$

Since $dw/d\theta=\sin\theta\cos\theta$, setting $dG/d\theta=0$ gives the field that holds the polarization at $\theta$:

$$E_h(\theta)=\frac{(2-6w)(K_1+K_2w)\sin\theta\cos\theta}{P_s\sin(\theta_R-\theta)}. \tag{33}$$

This function is zero at $\theta=0$, positive up to the saddle and zero again there. In terms of it, $dG/d\theta=P_s\sin(\theta_R-\theta)\,(E_h-E)$. When $E$ exceeds the maximum of $E_h$, $G$ falls all the way from $[001]$ to $[111]$. The well therefore disappears within the plane at

$$E_{\rm sw}=\max_{0<\theta<\theta_{\rm sad}}E_h(\theta). \tag{34}$$

The well must also not fail sideways before this field is reached. Take $x_{1,2}=w\pm e$ at fixed $x_3$. By (24) the anisotropy energy changes by $-K_2(x_3-u)e^2$. The sum $n_1+n_2=\sqrt{w+e}+\sqrt{w-e}$ falls by $e^2/(4w^{3/2})$, which raises the field energy. The total change is

$$\Delta G=\left[|K_2|(x_3-u)+\frac{EP_s}{4\sqrt3\,w^{3/2}}\right]e^2. \tag{35}$$

Between $[001]$ and $[111]$, $x_3=1-2w>\tfrac13>u$. Both terms are positive, so the path is stable against sideways motion and (34) is the limit for all directions on the sphere.

**A worked example.** Take $P_s=50\ \mu$C/cm², $K_1=1.5$ J/cm³, $K_2=-12$ J/cm³ and a temperature of 300 K. These are round numbers chosen for illustration, not fitted to a sample. Their ratio suits lead zirconate titanate near its morphotropic boundary, the composition range where tetragonal and rhombohedral phases meet, but the constants of the real material can be several times larger. At a fixed ratio and fixed $P_s$, the barriers and the switching field below grow in proportion to the constants, and the transverse susceptibilities fall in inverse proportion. The units suit the problem because $1\ \mu$C/cm² times 1 MV/cm is 1 J/cm³.

The window is $0<K_1<12/3=4$ J/cm³, and equal energies occur at $K_1=12/9=1.33$ J/cm³. The chosen $K_1$ lies inside the window and slightly on the tetragonal side of equality. The saddle has $u=1.5/12=0.125$. Since $\sin^2\theta_{\rm sad}=2u=0.25$, it lies $30^\circ$ from $[001]$, while $[111]$ lies $54.7^\circ$ from $[001]$. The energies are

$$
\begin{aligned}
F_R&=\frac{1.5}3-\frac{12}{27}=0.0556\ \text{J/cm}^3,\\
B_T&=12(0.125)^2(0.875)=0.164\ \text{J/cm}^3,\\
B_R&=12\left(\tfrac13-0.125\right)^3=0.109\ \text{J/cm}^3.
\end{aligned} \tag{36}
$$

The barriers correspond to 1.02 and 0.68 meV/nm³. The pass level was also found numerically by flooding a grid of directions with spacing $1/240$ in the $x_i$ until the two wells joined. It agreed with (29) to within $10^{-3}$ J/cm³.

The curvatures (27) are $\kappa_T=2(1.5)=3.00$ J/cm³ and $\kappa_R=\tfrac43(4-1.5)=3.33$ J/cm³ per square radian. With $P_s=0.50$ C/m² and $\kappa_T=3.00\times10^6$ J/m³, equation (31) gives $\chi_\perp\approx9400$ for the tetragonal well. The rhombohedral value is about 8500.

The maximum in (34) lies at $\theta=16.8^\circ$, where $w=0.0419$. The factors of (33) are then $2-6w=1.749$, $K_1+K_2w=0.997$ J/cm³, $\sin\theta\cos\theta=0.277$ and $\sin(\theta_R-\theta)=0.614$. They give

$$E_{\rm sw}=\frac{(1.749)(0.997)(0.277)}{(50)(0.614)}\approx0.0157\ \text{MV/cm}=15.7\ \text{kV/cm}. \tag{37}$$

In a descent on the full sphere from a direction close to $[001]$, the polarization stayed in the tetragonal well at $0.97E_{\rm sw}$ and reached $[111]$ at $1.03E_{\rm sw}$. The field is about 16 % of 0.1 MV/cm, a rough figure for the breakdown of bulk ceramic. Constants six times larger at the same ratio and $P_s$ would raise it to about 94 kV/cm, close to that figure.

**Variable length and higher order.** Let the length be $rP_s$ and add an isotropic energy $W(r^4-2r^2)$, with $K_1$ scaling as $r^4$ and $K_2$ as $r^6$. At $r=1$ the second derivative of the isotropic part is $8W$. In the tetragonal well it equals $P_s^2/(\varepsilon_0\chi_\parallel)$, with $\chi_\parallel$ the longitudinal susceptibility. A rough $\chi_\parallel=200$ gives $W\approx18$ J/cm³. By threefold symmetry, length and tilt do not mix in the quadratic energy at $[111]$, so (19) holds with the scaled constants:

$$K_1r^4+\frac{K_2r^6}3<0\quad\Longrightarrow\quad K_1<-\frac{K_2}3r^2. \tag{38}$$

At the edge the relaxed length is $r=0.982$, and the edge moves from 4 to 3.86 J/cm³. The lower edge stays at $K_1=0$, because $s$ and $p$ vanish at $[001]$ and the length there remains $r=1$. For the example's own $K_1$, relaxation lowers $F_R$ from 0.0556 to 0.0539 J/cm³, by about 3 %. These corrections grow with the ratio of the constants to $W$: with $K_1$ and $K_2$ six times larger and the same $W$, the upper edge moves from 24 to 20.2 J/cm³, by 16 %, $F_R$ falls by 24 % and $B_R$ rises by about 10 %.

An eighth-order term $K_3s^2$ is of fourth order in the tilt near $[001]$ and leaves the lower edge in place. Near $[111]$, (14) gives $s^2=\tfrac19-\tfrac13A+\tfrac14A^2$. The coefficient of $-A$ in (16) gains $K_3/3$, and the upper edge becomes

$$K_1=-\frac{K_2}3-\frac{2K_3}3. \tag{39}$$

A trial value $K_3=1.2$ J/cm³, one tenth of $|K_2|$, moves this edge to 3.2 J/cm³. The proof that no monoclinic minimum exists does not cover this term.

**Clamping.** A free crystal acquires the normal strains $\epsilon_i=Q_{12}P_s^2+(Q_{11}-Q_{12})P_s^2x_i$ and the engineering shears $\gamma_{ij}=Q_{44}P_s^2n_in_j$. Holding it in its cubic shape costs the elastic energy

$$F_{\rm el}=\frac{C_{11}-C_{12}}2\sum_i\epsilon_i^2+\frac{C_{12}}2\Big(\sum_i\epsilon_i\Big)^2+\frac{C_{44}}2\sum_{i<j}\gamma_{ij}^2. \tag{40}$$

The sum of the $\epsilon_i$ does not depend on direction. By (6), the directional part of $\sum_i\epsilon_i^2$ is $-2(Q_{11}-Q_{12})^2P_s^4s$, while $\sum_{i<j}\gamma_{ij}^2=Q_{44}^2P_s^4s$. Clamping therefore changes $K_1$ alone, by

$$\Delta K_1=P_s^4\left[\tfrac12C_{44}Q_{44}^2-(C_{11}-C_{12})(Q_{11}-Q_{12})^2\right]. \tag{41}$$

Rough inputs are $C_{11},C_{12},C_{44}=140,60,60$ GPa and $Q_{11},Q_{12},Q_{44}=0.085,-0.035,0.08$ m⁴/C². They give $0.0625(0.192-1.152)$ GPa $=-0.060$ GPa, or $-60$ J/cm³. The resulting $K_1=-58.5$ J/cm³ lies far outside the window, and the tetragonal minimum is lost. These figures hold at fixed length. At $[001]$ the energy (40) is about 25 J/cm³, more than $W\approx18$ J/cm³, so a clamped polarization would shrink and the shift, which scales as the fourth power of the length, would be smaller. With $K_1$ scaling in the same way, the sum stays negative and the tetragonal minimum is still lost. The constants in (4) must therefore be those for the actual mechanical condition. Full clamping is an extreme case; a film held only in its plane needs its own calculation.

**Temperature, size and surface charge.** Suppose that $P_s^2\propto T_c-T$ with a rough $T_c=650$ K, and that $K_1\propto P_s^4$ and $K_2\propto P_s^6$. This leaves out the part of $K_1$ in (8) that grows as $P_s^6$. If $P_s^2$ changes by a factor $g$ from its value at 300 K, then $u=0.125/g$. The rhombohedral well is lost at $u=\tfrac13$, where $g=0.375$ and $T=650-350(0.375)\approx519$ K. Equal energies require $g=1.125$, or about 256 K. These temperatures are consequences of the assumed scaling, not predictions for a compound.

A region of volume $V$ that rotates uniformly out of the rhombohedral well has the barrier $B_RV$. With a rough attempt rate of $10^{12}$ s⁻¹, counted over all three exits of the well, a mean waiting time of 1 s requires $B_RV/k_BT=\ln10^{12}=27.6$. At 300 K this is a cube of edge 10 nm. The estimate leaves out the energy of the region's boundary, the bound charge that the rotation creates there, and the clamping by the surroundings. The last two grow with the volume, as the barrier does, and need not be small: with the elastic inputs above, holding the region in its rhombohedral shape while it rotates to the saddle costs about 10 J/cm³, some ninety times $B_R$. The 10 nm is a scale for a free region only.

If a slab is polarized along its normal and its surface charge is bare, the field energy is $P_s^2/(2\varepsilon_0)\approx14\,100$ J/cm³. If only a fraction $\eta$ of the charge is bare and the polarization is held rigid, the field energy inside the slab is multiplied by $\eta^2$. It equals $B_R$ at $\eta=\sqrt{0.1085/14118}\approx0.3\,\%$. This is not the tolerance of the well. With the compensating charge fixed at $(1-\eta)P_s$, a tilt $\theta$ from the normal gives the field energy $(P_s^2/2\varepsilon_0)(\cos\theta-1+\eta)^2$, which lowers the curvature of the well by $\eta P_s^2/\varepsilon_0$. By (31), at fixed length the direction along the normal then ceases to be a minimum at $\eta=1/\chi_\perp$, about 0.012 % for the rhombohedral well. Beyond that value the polarization does not leave for the other well; it tilts by a few degrees (2.4° at $\eta=0.1\,\%$) until its normal component nearly matches the compensating charge. Both figures belong to the rigid length. A length free to shrink removes almost all of the bare charge, leaving a share of about $1/(1+\chi_\parallel)$: with the variable-length energy above ($\chi_\parallel=200$) the stability limit rises from 0.012 % to about 2.3 %, and the energy match from 0.3 % to about 4 %. For such a slab the use of $F$ alone thus requires compensation complete to within a few percent at most, and the compensating charge must follow any change in the normal component of $\mathbf P$ as the polarization rotates. A rotation that leaves the normal component unchanged needs no new charge on the slab's faces.

**Comparison with real material.** Permittivities of lead zirconate titanate ceramics are roughly one to a few thousand, so the example's transverse susceptibilities are on the high side. The comparison is loose, because a ceramic averages over grain orientations and its domain walls also respond. Coercive fields of such ceramics are roughly 10 kV/cm, the same order as (37) for the constants chosen here. This does not support the model's mechanism. The value in (37) grows with the constants, and the two fields describe different processes: a coercive field measures reversal, which proceeds largely by domain-wall motion, whereas (37) describes uniform rotation from one well to another. Monoclinic phases have been reported near the morphotropic boundary, and equation (3) at fixed length cannot produce them. Of the assumptions sized here that concern the anisotropy constants, freedom from stress matters most. Grains and films break it to varying degrees, and at fixed length the fully clamped limit moves $K_1$ by 60 J/cm³, fifteen times the width of the example's window (2.5 times for constants six times larger). The inequality can guide the choice of a composition only if the signs and the ratio of the constants are known for the temperature and mechanical constraint of use. The numerical output lists the values used in this example.

## Table of computed values

```
P_s = 50 uC/cm2 (rough)
K1 = 1.50 J/cm3, K2 = -12.00 J/cm3 (rough)
temperature = 300 K
coexistence window: 0 < K1 < 4.000 J/cm3
equal well energies at K1 = 1.3333 J/cm3
minima found: 6 tetragonal, 8 rhombohedral
maxima found: 12
saddle u = 0.1250
saddle angle from [001] = 30.00 deg
[111] angle from [001] = 54.74 deg
tetragonal energy = 0.0000 J/cm3
rhombohedral energy = 0.0556 J/cm3
barrier from tetragonal = 0.1641 J/cm3
  the same = 1.024 meV/nm3
barrier from rhombohedral = 0.1085 J/cm3
  the same = 0.677 meV/nm3
curvature, tetragonal = 3.000 J/cm3 per rad2
curvature, rhombohedral = 3.333 J/cm3 per rad2
transverse susceptibility, tetragonal = 9412
transverse susceptibility, rhombohedral = 8471
uniform switching field on [111] = 0.0157 MV/cm
tilt from [001] at switching = 16.83 deg
breakdown field (rough input) = 0.10 MV/cm
switching/breakdown field ratio = 0.157
longitudinal susceptibility (rough input) = 200
isotropic well depth W = 17.65 J/cm3
soft length: P_R/P_s = 1.00495
soft length: rhombohedral energy = 0.0539 J/cm3
soft length: P_R/P_s at upper edge = 0.9823
soft length: upper edge K1 = 3.859 J/cm3
eighth-order K3 (trial input) = 1.20 J/cm3
eighth order: upper edge K1 = 3.200 J/cm3
C11, C12, C44 (rough) = 140, 60, 60 GPa
Q11, Q12, Q44 (rough) = 0.085, -0.035, 0.08 m4/C2
tetragonal strain difference = 3.00 %
clamping: change of K1 = -60.0 J/cm3
clamping: resulting K1 = -58.5 J/cm3
Curie temperature (rough input) = 650 K
rhombohedral well lost on heating at 519 K
equal well energies on cooling at 256 K
attempt rate (rough input) = 1e+12 1/s
hold time = 1 s, barrier/kT needed = 27.6
cube edge with barrier = kT: 3.37 nm
cube edge for the hold time: 10.2 nm
bare surface-charge energy = 14118 J/cm3
bare charge fraction matching barrier = 0.277 %
```
